# Nonadiabatic Small-Polaron Hopping and Mobility on a Cubic Lattice

A carrier in a wide-gap crystal may trap itself in the distortion it causes and then move by thermally activated hops. This problem derives the hopping rate and the drift mobility from a microscopic model in the nonadiabatic regime, where the transfer energy between sites is small in the sense of part (e).

**Model and conventions.** Units with $\hbar=e=1$ are used, and $T$ denotes the thermal energy. One positive carrier moves on a simple cubic lattice of $N$ equivalent sites with lattice constant $a$ and periodic boundaries. Site $i$ has one mass-weighted displacement $x_i$ with momentum $p_i$. With the carrier on site $i$, the lattice Hamiltonian is

$$H_i=\tfrac12\sum_j p_j^2+\tfrac12\sum_{jl}x_jK_{jl}x_l+A\,x_i .$$

The eigenvalues of $K$ are $\omega_{\mathbf q}^2=\omega_0^2[1-\tfrac c3(\cos q_x+\cos q_y+\cos q_z)]$, with $\mathbf q$ in units of $1/a$ and $0<c<1$. A real transfer energy $J$ connects nearest neighbours. Disorder and interactions between carriers are left out.

## (a) Energies of the distorted lattice

**Find the polaron binding energy $E_p$, the vertical energy $\lambda$ needed to move the carrier to a neighbour while the lattice stays fixed, and the lowest lattice energy at which the two sites are degenerate.**

**Solution.** Let $G=K^{-1}$. Lattice Fourier modes diagonalize $K$, so
$$G_{ij}=\frac1N\sum_{\mathbf q}\frac{\cos\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}{\omega_{\mathbf q}^2}.$$

With the carrier on site 0, setting the force to zero gives $x_j=-AG_{j0}$. The potential energy there is $\tfrac12A^2G_{00}-A^2G_{00}=-E_p$, hence
$$E_p=\frac{A^2}{2}G_{00}=\frac{A^2}{2N}\sum_{\mathbf q}\frac1{\omega_{\mathbf q}^2}.$$

The energy gap between carrier on site 1 and carrier on site 0 is $X=H_1-H_0=A(x_1-x_0)$. In the relaxed lattice it equals
$$\lambda=A^2(G_{00}-G_{10})=\frac{A^2}{N}\sum_{\mathbf q}\frac{1-\cos q_x}{\omega_{\mathbf q}^2}=2E_p\left(1-\frac{G_{10}}{G_{00}}\right).$$

This is the reorganization energy. It equals $2E_p$ if the relaxed distortion around one site does not reach its neighbour, $G_{10}=0$.

For the barrier, let $y$ be the displacement from the minimum and let $f$ have components $f_1=1$, $f_0=-1$ and zero elsewhere. Then $X=\lambda+Af\cdot y$. We minimize $\tfrac12yKy$ under $Af\cdot y=-\lambda$. A Lagrange multiplier $\kappa$ gives $Ky=\kappa f$, so $y=\kappa Gf$. Since $fGf=2(G_{00}-G_{10})=2\lambda/A^2$, the constraint gives $\kappa=-A/2$. The energy is
$$\tfrac12\kappa^2fGf=\frac12\,\frac{A^2}{4}\,\frac{2\lambda}{A^2}=\frac\lambda4 .$$

The lattice must pay a quarter of the vertical energy to make the sites degenerate.

## (b) The rate to second order in $J$

**Express the transfer rate from site 0 to site 1 through the phonon frequencies. Include a bias $\varepsilon$, the final minus the initial relaxed energy. When does a rate exist?**

**Solution.** Start in a phonon eigenstate $|m\rangle$ of $H_0$. To first order in $J$, the component on site 1 is
$$|\psi_1(t)\rangle=-iJ\int_0^t dt'\,e^{-i(H_1+\varepsilon)(t-t')}e^{-iH_0t'}|m\rangle .$$

Its squared norm, averaged over the thermal state of $H_0$, is
$$P(t)=J^2\!\int_0^t\!\!dt_1\!\int_0^t\!\!dt_2\,e^{-i\varepsilon(t_1-t_2)}C(t_1-t_2),\qquad C(s)=\langle e^{iH_0s}e^{-iH_1s}\rangle_0 .$$

Differentiating both upper limits gives $\dot P=J^2\int_{-t}^{t}ds\,e^{-i\varepsilon s}C(s)$.

To find $C$, use real normal modes. For one mode, with $f_m$ the component of $f$ along it,
$$H_0=\tfrac12p^2+\tfrac12\omega^2y^2,\qquad H_1=\tfrac12p^2+\tfrac12\omega^2(y+s_m)^2,\qquad s_m=\frac{Af_m}{\omega^2}.$$

Relaxed energies are dropped because $\varepsilon$ contains their difference. Since $e^{ips_m}ye^{-ips_m}=y+s_m$, we have $H_1=e^{ips_m}H_0e^{-ips_m}$, and
$$e^{iH_0t}e^{-iH_1t}=e^{is_mp(t)}e^{-is_mp},\qquad p(t)=p\cos\omega t-\omega y\sin\omega t .$$

The commutator of the two exponents is $s_m^2[p(t),p]=-i\omega s_m^2\sin\omega t$, a number. Joining the exponentials therefore produces the factor $e^{-iS\sin\omega t}$ with $S=\tfrac12\omega s_m^2$. The remaining operator is $e^{iO}$ with $O=s_m[p(t)-p]$. Any linear combination of $y$ and $p$ has a Gaussian distribution in a thermal oscillator state, so $\langle e^{iO}\rangle=e^{-\langle O^2\rangle/2}$. With $\langle p^2\rangle=\omega^2\langle y^2\rangle=\tfrac\omega2\coth\frac{\omega}{2T}$ and no symmetrized $yp$ correlation,
$$\tfrac12\langle O^2\rangle=\frac{s_m^2}{2}\,\frac\omega2\coth\frac\omega{2T}\,[(\cos\omega t-1)^2+\sin^2\omega t]=S\coth\frac\omega{2T}\,(1-\cos\omega t).$$

In the lattice $|f_{\mathbf q}|^2=2(1-\cos q_x)/N$. The product over modes is thus $C=e^{-\varphi}$, with
$$\varphi(t)=\sum_{\mathbf q}S_{\mathbf q}\left[\coth\frac{\omega_{\mathbf q}}{2T}(1-\cos\omega_{\mathbf q}t)+i\sin\omega_{\mathbf q}t\right],\qquad S_{\mathbf q}=\frac{A^2(1-\cos q_x)}{N\omega_{\mathbf q}^3}.$$

Comparison with (a) gives $\sum S_{\mathbf q}\omega_{\mathbf q}=\lambda$.

In a large lattice with dispersion, the oscillating sums dephase and $C$ tends to the constant $C_\infty=\exp(-\sum S_{\mathbf q}\coth\frac{\omega_{\mathbf q}}{2T})$. This is the square of the thermal average $\langle e^{is_mp}\rangle$ taken over all modes, which multiplies $J$ in coherent band motion. The constant describes transfer without any change of phonon state. Removing it leaves the hopping rate
$$k(\varepsilon)=J^2\int_{-\infty}^{\infty}dt\,e^{-i\varepsilon t}\left[e^{-\varphi(t)}-C_\infty\right].$$

It applies at times longer than the decay of the bracket and shorter than $1/k$. The removed constant still adds $J^2C_\infty t^2$ to $P(t)$, and this stays small against $kt$ over the whole interval only if $J\sqrt{C_\infty}\ll k$.

A single undamped mode has no such rate. Its $C$ is periodic in time, and at $\varepsilon=0$ so is the integrand of $\dot P$. When $S\coth(\omega/2T)$ is large, $C$ is concentrated around $s=0,\pm2\pi/\omega,\dots$. Midway through the first period the integral for $\dot P$ contains one peak; midway through the second it contains three. Exact diagonalization of two sites and one mode gives a slope ratio of 3.0000. The lattice returns to the crossing in phase with its earlier passage, and dispersion removes this memory.

## (c) Saddle point and the classical limit

**Evaluate the rate for strong coupling, first with quantum phonons and then at high temperature.**

**Solution.** The bracket in (b) is analytic and vanishes at large $|t|$, so the contour may be moved to $t=\tau-i/(2T)$. With $z=\omega/2T$,
$$\cos\omega t=\cos\omega\tau\cosh z+i\sin\omega\tau\sinh z,\qquad \sin\omega t=\sin\omega\tau\cosh z-i\cos\omega\tau\sinh z .$$

In $\varphi$ the terms with $\sin\omega\tau$ cancel. The terms with $\cos\omega\tau$ combine to $-(\cosh^2z-\sinh^2z)/\sinh z=-1/\sinh z$. Hence
$$\varphi=\sum_{\mathbf q}S_{\mathbf q}\left[\coth\frac{\omega_{\mathbf q}}{2T}-\frac{\cos\omega_{\mathbf q}\tau}{\sinh(\omega_{\mathbf q}/2T)}\right],\qquad e^{-i\varepsilon t}=e^{-\varepsilon/2T}e^{-i\varepsilon\tau}.$$

This $\varphi$ is real and even in $\tau$. For $\varepsilon\neq0$ the constant $C_\infty$ does not contribute, and
$$k(\varepsilon)=e^{-\varepsilon/2T}g(\varepsilon),\qquad g(-\varepsilon)=g(\varepsilon).$$

It follows that $k(-\varepsilon)/k(\varepsilon)=e^{\varepsilon/T}$, which is detailed balance.

For strong coupling the peak at $\tau=0$ is narrow. Using $1-\cos\omega\tau\simeq\omega^2\tau^2/2$, $\coth z-1/\sinh z=\tanh(z/2)$ and the Gaussian integral, we obtain at $\varepsilon=0$
$$k\simeq J^2\sqrt{\frac{2\pi}{M}}\exp\left[-\sum_{\mathbf q}S_{\mathbf q}\tanh\frac{\omega_{\mathbf q}}{4T}\right],\qquad M=\sum_{\mathbf q}\frac{S_{\mathbf q}\omega_{\mathbf q}^2}{\sinh(\omega_{\mathbf q}/2T)}.$$

At high temperature $\tanh(\omega/4T)\to\omega/4T$ and $1/\sinh(\omega/2T)\to2T/\omega$. The exponent becomes $-\lambda/4T$, and $M\to2\lambda T$. With bias, $\int d\tau\,e^{-i\varepsilon\tau-\lambda T\tau^2}=\sqrt{\pi/\lambda T}\,e^{-\varepsilon^2/4\lambda T}$. Completing the square in the exponent gives the Marcus rate
$$k(\varepsilon)=J^2\sqrt{\frac{\pi}{\lambda T}}\exp\left[-\frac{(\lambda+\varepsilon)^2}{4\lambda T}\right],\qquad k\equiv k(0)=J^2\sqrt{\frac{\pi}{\lambda T}}\,e^{-\lambda/4T}.$$

The energy in the exponent at zero bias is the barrier of part (a).

## (d) How high must the temperature be?

**Find the leading quantum correction to $k$, and describe the opposite limit.**

**Solution.** Define $\langle\omega^2\rangle=\lambda^{-1}\sum S_{\mathbf q}\omega_{\mathbf q}^3$, which weights each mode by its share of $\lambda$. There are three corrections of order $\omega^2$.

- From $\tanh u\simeq u-u^3/3$ with $u=\omega/4T$, the exponent rises by $\lambda\langle\omega^2\rangle/(192T^3)$.
- From $1/\sinh z\simeq(1/z)(1-z^2/6)$, $M=2\lambda T(1-\langle\omega^2\rangle/24T^2)$, so $M^{-1/2}$ grows by the fraction $\langle\omega^2\rangle/48T^2$.
- The quartic term adds $M_4\tau^4/24$ to the exponent, with $M_4\simeq2\lambda T\langle\omega^2\rangle$. The Gaussian average $\langle\tau^4\rangle=3/M^2$ turns it into $M_4/8M^2=\langle\omega^2\rangle/(16\lambda T)$.

Together,
$$\frac{k_{\rm quantum}}{k}\simeq1+\frac{\lambda\langle\omega^2\rangle}{192T^3}+\frac{\langle\omega^2\rangle}{48T^2}+\frac{\langle\omega^2\rangle}{16\lambda T}.$$

The first correction exceeds the second by the factor $\lambda/4T$. For a high barrier it sets the condition, and $T\gg\omega$ alone does not ensure that it is small. All three terms are positive: quantum lattice motion helps the carrier through the barrier.

At low temperature the Gaussian step fails. If $\sum S_{\mathbf q}/\sinh(\omega_{\mathbf q}/2T)\ll1$, expand the exponential of the cosine sum. Its constant term is $C_\infty$, and its linear term integrates to zero because no optical phonon has zero frequency. The quadratic term, with $\int\cos\omega\tau\cos\omega'\tau\,d\tau=\pi\delta(\omega-\omega')$ and $1/\sinh^2(\omega/2T)\simeq4e^{-\omega/T}$, gives
$$k\simeq2\pi J^2C_\infty\sum_{\mathbf q\mathbf q'}S_{\mathbf q}S_{\mathbf q'}e^{-\omega_{\mathbf q}/T}\delta(\omega_{\mathbf q}-\omega_{\mathbf q'}).$$

One phonon is absorbed and another of equal energy is emitted. The activation energy of $k$ is then a phonon energy instead of $\lambda/4$. In this limit $k$ vanishes while the coherent transfer $J\sqrt{C_\infty}$ tends to the constant $Je^{-\sum S_{\mathbf q}/2}$. The condition $J\sqrt{C_\infty}\ll k$ of (b) therefore fails, and in the ordered lattice this $k$ alone does not give the diffusion constant or the mobility.

## (e) How small must $J$ be?

**Recover the Marcus rate from classical passages through degeneracy, and obtain a criterion for the nonadiabatic regime.**

**Solution.** Near a passage $X=ut$, with $u$ the gap speed. To first order, the transfer probability is
$$\left|J\int_{-\infty}^{\infty}dt\,e^{-iut^2/2}\right|^2=\frac{2\pi J^2}{|u|}.$$

For classical phonons $X$ is Gaussian with mean $\lambda$ and variance $A^2T\,fGf=2\lambda T$, and it is independent of $u$. Passages with speed $u$ occur at the rate $|u|$ times the density at $X=0$. The speed cancels:
$$k=2\pi J^2\,\frac{e^{-\lambda^2/(4\lambda T)}}{\sqrt{4\pi\lambda T}}=J^2\sqrt{\frac\pi{\lambda T}}\,e^{-\lambda/4T}.$$

Most passages must leave the carrier where it was. Since $\dot X=Af\cdot p$ and $f\cdot f=2$, the rms speed $v$ obeys $v^2=2A^2T$. The cosine sums to zero over the mesh, so $\lambda\langle\omega^2\rangle=\sum S_{\mathbf q}\omega_{\mathbf q}^3=A^2$. The criterion is
$$\delta=\frac{2\pi J^2}{v}\ll1,\qquad v=\sqrt{2\lambda T\langle\omega^2\rangle}.$$

The Landau–Zener formula, $1-e^{-\delta}$ at speed $v$, extends the first-order probability and saturates at one. When $\delta$ is not small, a rate proportional to $J^2$ no longer holds. Very slow passages violate the first-order result even at small $\delta$, so $\delta$ is a measure of validity and not an error estimate.

## (f) Diffusion and mobility

**Obtain $D$ and the mobility $\mu$. Do they change for bcc and fcc lattices?**

**Solution.** If memory is lost between hops, the occupation probabilities obey $\dot P_{\mathbf r}=k\sum_{\mathbf d}(P_{\mathbf r-\mathbf d}-P_{\mathbf r})$, with $\mathbf d$ running over $z$ neighbour vectors of length $d$. Shifting the summation variable,
$$\frac{d}{dt}\langle r_\alpha r_\beta\rangle=k\sum_{\mathbf d}\langle(r+d)_\alpha(r+d)_\beta-r_\alpha r_\beta\rangle=k\sum_{\mathbf d}d_\alpha d_\beta=\frac{kzd^2}{3}\delta_{\alpha\beta}.$$

Terms linear in $\mathbf d$ cancel between $\mathbf d$ and $-\mathbf d$, and cubic symmetry gives the last step. Since $\langle r_x^2\rangle=2Dt$,
$$D=\frac{zd^2}{6}k .$$

For sc, bcc and fcc, $zd^2$ is $6a^2$, $8\cdot\tfrac34a^2$ and $12\cdot\tfrac12a^2$. Each equals $6a^2$, so $D=a^2k$ in all three cases. Here $a$ is the cubic constant and $k$ the nearest-neighbour rate of the lattice concerned.

A uniform force $\mathbf F$ gives the hop $\mathbf d$ the bias $\varepsilon=-\mathbf F\cdot\mathbf d$. Because $g$ is even, $k(-\mathbf F\cdot\mathbf d)\simeq k(1+\mathbf F\cdot\mathbf d/2T)$ to first order. The drift velocity is
$$\mathbf v_d=\sum_{\mathbf d}\mathbf d\,k(-\mathbf F\cdot\mathbf d)\simeq\frac{k}{2T}\sum_{\mathbf d}\mathbf d(\mathbf d\cdot\mathbf F)=\frac{k}{2T}\,\frac{zd^2}{3}\mathbf F=\frac DT\mathbf F .$$

This is the Einstein relation, obtained here from detailed balance of the hops. With the Marcus rate,
$$\mu=\frac DT=\frac{a^2k}{T}=\frac{a^2J^2}{T}\sqrt{\frac{\pi}{\lambda T}}\,e^{-\lambda/4T}.$$

At finite field along a cube axis of the simple cubic lattice, the forward and backward Marcus rates give
$$v_d=a[k(-Fa)-k(Fa)]=2ak\,e^{-(Fa)^2/4\lambda T}\sinh\frac{Fa}{2T}.$$

The linear law requires $Fa\ll2T$ and, for the Gaussian factor, $(Fa)^2\ll4\lambda T$.

## (g) Temperature dependence

**What activation energy does an Arrhenius plot of the mobility show?**

**Solution.** With $b=1/T$, $\ln\mu=\text{const}+\tfrac32\ln b-\lambda b/4$. Therefore
$$E_{\rm app}=-\frac{d\ln\mu}{d(1/T)}=\frac\lambda4-\frac{3T}{2}.$$

One $T$ in the subtraction comes from the Einstein relation and $T/2$ from the rate prefactor. The formula has its maximum mobility at $T=\lambda/6$. There $\lambda/4T$ is just 1.5, so the picture of rare activated hops is already marginal.

## (h) A numerical case

**Evaluate the results for $a=4$ Å, $J=0.005$ eV, $\lambda=1$ eV, $\omega_0=0.03$ eV, $c=0.5$ and $T=0.05$ eV, and judge the approximations.**

**Solution.** These are round model parameters; $T=0.05$ eV corresponds to 580 K. The rate is
$$k=(0.005)^2\sqrt{\frac{\pi}{0.05}}\;e^{-5}\ \text{eV}=(1.982\times10^{-4})(6.738\times10^{-3})\ \text{eV}=1.34\times10^{-6}\ \text{eV},$$
or $2.03\times10^9$ s$^{-1}$. Then $D=16k=2.14\times10^{-5}$ eV Å$^2$, or $3.25\times10^{-6}$ cm$^2$/s. Dividing by $T$ gives $\mu=4.27\times10^{-4}$ Å$^2$ in units of $e/\hbar$, or $6.5\times10^{-5}$ cm$^2$/(V s).

The binding energy is 0.549 eV and $\lambda/2E_p=0.911$. The distortion around one site already displaces its neighbour in the same direction, which saves about 9% of $2E_p$.

**Quantum phonons.** The rms phonon energy, weighted as in (d), is 0.0307 eV. The three corrections of (d) are 0.039, 0.008 and 0.001, together 0.048. The full golden-rule integral over the phonon mesh exceeds the Marcus rate by 4.9%. At $T=0.025$ eV the excess is 40%, and the saddle-point formula still agrees with the integral to 0.3%. The loss of accuracy therefore comes from the classical treatment of the phonons.

**Coherent motion.** The static thermal average of the transfer is $Je^{-56.5}$, so the band channel is negligible.

**Finite $J$.** With $v=0.0097$ eV$^2$, $\delta=0.016$. Since $\delta\propto J^2$, it reaches one at $J=0.039$ eV, and a crystal with $J=0.1$ eV and the same lattice parameters would have $\delta=6.5$, outside the regime treated here. For two sites and one mode of energy $\omega_0$, the exact slope before the first revival is 1.3% below the golden rule.

**Memory.** The total escape rate $6k=8.0\times10^{-6}$ eV is far below the phonon bandwidth of 0.0155 eV. The lattice therefore has time to relax between typical hops. Returns soon after a hop, while the lattice is still near the crossing, are neglected in $D$.

**Field.** The quantum rates with a drop of 0.001 eV per hop give the same mobility as their own $D/T$, $4.48\times10^{-4}$ Å$^2$ in units of $e/\hbar$. A drop of 0.1 eV over 4 Å is a field of 2.5 MV/cm, comparable to the breakdown field of many wide-gap crystals. For this drop, $e^{-0.05}\sinh1=1.118$: the drift is 12% above the linear law, and the quantum rates give 1.117.

**Activation energy.** The formula gives $0.25-0.075=0.175$ eV, well below the barrier. The quantum rates give 0.168 eV. Differentiating the corrections of (d) with respect to $1/T$ lowers the result by about $\lambda\langle\omega^2\rangle/64T^2+\langle\omega^2\rangle/24T=0.007$ eV, which accounts for the difference.

The values behind these comparisons are in the numerical output below.

## Computed values

```
lattice constant a = 4.0 angstrom
transfer J = 0.005 eV
reorganization energy lambda = 1.00 eV
site phonon energy omega0 = 0.030 eV
dispersion parameter c = 0.50 (no unit)
phonon band: 0.0212 to 0.0367 eV
thermal energy T = 0.050 eV
polaron binding energy E_p = 0.5491 eV
lambda/(2 E_p) = 0.9107
barrier lambda/4 = 0.250 eV
real-space barrier/lambda, 6x6x6 cell = 0.250000
lambda-weighted rms phonon energy = 0.03073 eV
sum of S = 32.97 (no unit)
band-narrowing exponent = 56.51
Marcus prefactor = 1.9817e-04 eV
Boltzmann factor exp(-lambda/4T) = 6.7379e-03
Marcus rate k = 1.3352e-06 eV = 2.029e+09 1/s
total escape rate 6k = 8.011e-06 eV
quantum lattice rate = 1.4009e-06 eV
quantum/Marcus rate = 1.0492
saddle-point/Marcus rate = 1.0479
lambda<w^2>/(192 T^3) = 0.0393
full leading quantum correction = 0.0484
colder case T = 0.025 eV
colder case: quantum/Marcus rate = 1.4006
colder case: saddle/Marcus rate = 1.3965
two sites, weak J: exact/golden rule = 0.99999
two sites, J of example: exact/golden rule = 0.9872
one mode: slope after/before first revival = 3.0000
rms gap speed v = 0.00972 eV^2
Landau-Zener exponent delta = 0.01617
propagated crossing probability = 0.01601
Landau-Zener formula probability = 0.01604
D/(a^2 k), sc lattice = 1.000000
D/(a^2 k), bcc lattice = 1.000000
D/(a^2 k), fcc lattice = 1.000000
diffusion D = 2.1364e-05 eV angstrom^2 = 3.246e-06 cm^2/s
mobility mu = 4.2728e-04 angstrom^2 (e/hbar) = 6.491e-05 cm^2/(V s)
quantum mobility from drift = 4.4829e-04 angstrom^2 (e/hbar)
quantum mobility from D/T = 4.4829e-04 angstrom^2 (e/hbar)
weak-field energy drop per hop = 0.0010 eV
high-field energy drop per hop = 0.10 eV
high-field drift/linear drift, Marcus = 1.1179
high-field drift/linear drift, quantum = 1.1167
apparent activation energy, formula = 0.1750 eV
apparent activation energy, quantum = 0.1684 eV
```
